Drain Share of Channel Charge from Weak to Strong Inversion, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: dividing the stored charge by position

A transistor biased in saturation with its gate 0.90 V above flat band holds 0.004102 fC of mobile charge in its channel, and 0.001367 fC of this is assigned to the drain: 33.3 per cent. With the gate raised to 1.90 V and the drain bias held at 1.50 V, the channel holds 292.3 fC, and the drain's part is 115.1 fC, or 39.4 per cent. The total has grown by a factor of several tens of thousands, while the drain's share has moved only from one third to nearly two fifths. Why these two fractions, and what joins them?

The device is an n-channel MOS transistor of gate length L and width W. Position x runs from the source, x = 0, to the drain, x = L, and ξ = x/L. Let Q(x,t) be the magnitude of the electron charge per gate area, so that the electrons carry charge −Q. The current I is positive when electrons move towards +x; the conventional current then enters the device at the drain and leaves it at the source. Primes on Q, ψ and V denote derivatives with respect to x.

**The current law.** The channel is long enough for the gate to fix the charge locally (the gradual-channel approximation), and the electrons form a sheet at the surface potential ψ. If V_g is the gate voltage above flat band and C the oxide capacitance per area, the semiconductor charge has magnitude C(V_g − ψ). Part of it is the depletion charge γC√ψ, where γ = √(2eε_Si N)/C, ε_Si is the permittivity of silicon and N the acceptor density. The rest is mobile:

Q = C(V_g − ψ) − γC√ψ.

Differentiation at fixed V_g gives

dQ = −nC dψ,  n = 1 + γ/(2√ψ).

The slope factor n varies slowly along the channel. I take it as constant, with the value it has where Q = 0. This is the linearization on which the single formula rests.

Electrons drift towards higher potential and diffuse towards lower density. With constant mobility μ, thermal voltage U_T = kT/e, and diffusion constant μU_T (Boltzmann statistics),

I = μW(Qψ′ − U_T Q′).

Substitution of ψ′ = −Q′/(nC) gives

I = −μW[Q/(nC) + U_T]Q′.  (1)

The first term in the bracket is drift and the second diffusion. Their ratio is Q/(nCU_T), which suggests the dimensionless charge

q = Q/(2nCU_T).

The local ratio of drift to diffusion is then 2q. Weak inversion means q ≪ 1 at the source, and strong inversion means q ≫ 1 there. With Q = 2nCU_T q and dx = L dξ, equation (1) becomes

I = (2nCU_T² μW/L) i,

i = −(2q + 1) dq/dξ = −dF/dξ,  F = q² + q.  (2)

The current is thus the slope of a local function of charge, a fact used twice below.

**What saturation means.** Let V be the electron quasi-Fermi potential, equal to the applied voltage at each end. For Boltzmann electrons at each depth, drift and diffusion combine into a current proportional to density times V′. Since V does not vary with depth, summing over depth gives I = μWQV′. Comparison with (1) gives

Q dV = −[Q/(nC) + U_T] dQ.

Division by Q, with Q = 2nCU_T q, leads to

dV = −U_T(2 + 1/q) dq.

Let a be the value of q at the source, printed as qs in the numerical output, and q_d its value at the drain. Integration from source to drain gives

V_D/U_T = 2(a − q_d) + ln(a/q_d).  (3)

Once V_D/U_T is well above 2a, the logarithm must supply the difference, and q_d becomes exponentially small. In the example V_D/U_T = 1.50/0.025852 = 58.0. At the highest gate voltage 2a = 22.7, and the drain charge obtained from the surface-potential equation is about 10⁻¹⁴ in units of q. Setting q_d = 0 is then harmless within this model. Velocity saturation changes this, as the second half shows.

**Why the weight is x/L.** Charge held in the channel does not carry a label saying which terminal supplied it. The division comes from asking what current each terminal carries while the charge changes. Electron conservation reads

W ∂Q/∂t = −∂I/∂x,

because a flow that falls with x leaves charge behind. Integrate from x to L:

I(L,t) = I(x,t) − W∫ₓᴸ (∂Q/∂t) dx₁.

Now average both sides over x from 0 to L. In the double integral, a given x₁ is counted for every x between 0 and x₁, so it acquires the factor x₁. Therefore

I(L,t) = (1/L)∫₀ᴸ I dx − W∫₀ᴸ (x/L)(∂Q/∂t) dx.  (4)

By (1), I = −∂Φ/∂x with Φ = μW[Q²/(2nC) + U_T Q]. The average current is therefore [Φ(Q_s) − Φ(Q_d)]/L, where Q_s and Q_d are the end charges. This is the steady current that those end charges would drive. Everything else in (4) is storage:

I(L,t) = I_transport − dQ_D/dt,  Q_D = W∫₀ᴸ (x/L) Q dx.  (5)

The minus sign is the sign of the electron: the drain terminal supplies the negative charge −Q_D. For the source, integrate the conservation law from 0 to x instead:

I(0,t) = I(x,t) + W∫₀ˣ (∂Q/∂t) dx₁.

On averaging, x₁ is now counted for x between x₁ and L, which gives the weight 1 − x/L. The two weights sum to one, so no charge is lost or counted twice. This is the Ward-Dutton partition.

Equation (5) holds for the instantaneous charge, however quickly it changes, provided that the local law (1) holds. To obtain a charge that depends on bias alone, one more assumption is needed: the changes are slow enough for Q(x,t) to be replaced by the steady profile belonging to the instantaneous voltages. This is the quasi-static assumption.

**The steady profile and its two moments.** In the steady state i is uniform. With F = a² + a = F_s at the source and F = 0 at the drain, equation (2) integrates to

i = F_s,  ξ = 1 − F/F_s,  dξ = −(2q + 1) dq/F_s.

The total charge, in units of 2nCU_T WL, is q_I = ∫q dξ. Changing the variable from ξ to q reverses the limits and removes the minus sign:

q_I = (1/F_s)∫₀ᵃ (2q² + q) dq

= (2a³/3 + a²/2)/(a² + a)

= a(4a + 3)/[6(1 + a)].  (6)

The drain charge in the same units is q_D = ∫ξq dξ. Since ξ = (F_s − F)/F_s,

q_D = (1/F_s²)∫₀ᵃ (2q² + q)(F_s − q² − q) dq.

The part containing F_s is

(a² + a)(2a³/3 + a²/2) = 2a⁵/3 + 7a⁴/6 + a³/2.

The part to be subtracted is

∫₀ᵃ (2q² + q)(q² + q) dq = ∫₀ᵃ (2q⁴ + 3q³ + q²) dq

= 2a⁵/5 + 3a⁴/4 + a³/3.

The difference is 4a⁵/15 + 5a⁴/12 + a³/6 = a³(16a² + 25a + 10)/60. Division by F_s² = a²(1 + a)² gives

q_D = a(16a² + 25a + 10)/[60(1 + a)²].  (7)

The drain's share S = q_D/q_I follows from (7) and (6):

S(a) = (16a² + 25a + 10)/[10(1 + a)(3 + 4a)].  (8)

**The limits and the rise.** As a → 0, S → 10/30 = 1/3. As a → ∞, S → 16/40 = 2/5. The share is the mean position of the charge measured from the source in units of L, so the fractions can be read from the profiles. In weak inversion F ≈ q, and q falls linearly to zero at the drain. The mean position of such a triangle is one third of its length from the tall side. In strong inversion F ≈ q² over most of the channel, and q ≈ a√(1 − ξ). With y = 1 − ξ, the mean position is

∫₀¹ (1 − y)√y dy / ∫₀¹ √y dy = (2/3 − 2/5)/(2/3) = 2/5.

The square-root profile stays fuller towards the drain than the triangle does, which moves the mean position towards the drain. Diffusion still dominates where q falls below 1/2, but for large a that region holds a vanishing part of the charge.

Between the limits, let M = (1 + a)(3 + 4a) = 4a² + 7a + 3. Subtraction gives

S − 1/3 = [3(16a² + 25a + 10) − 10M]/(30M) = a(8a + 5)/(30M),  (9)

2/5 − S = [4M − (16a² + 25a + 10)]/(10M) = (3a + 2)/(10M).  (10)

Both are positive for a > 0, so the two fractions are limits that a charged channel does not reach. For small a the share is 1/3 + a/18 to first order; for large a it is 2/5 − 3/(40a) to leading order. To see that it rises throughout, differentiate (8):

dS/da = [(32a + 25)M − (16a² + 25a + 10)(8a + 7)]/(10M²).

The first product is 128a³ + 324a² + 271a + 75, and the second is 128a³ + 312a² + 255a + 70. Hence

dS/da = (12a² + 16a + 5)/(10M²) = (2a + 1)(6a + 5)/(10M²) > 0.

The midpoint, S = 11/30, requires S − 1/3 = 1/30. By (9) this means a(8a + 5) = M, or 4a² − 2a − 3 = 0. The positive root is a = (1 + √13)/4 = 1.151, where drift at the source is 2.3 times diffusion. The transition therefore belongs to moderate inversion.

The closed forms were tested by integrating the differential equation (2) numerically from the source until the charge vanished, and accumulating the two moments on the way. At a = 1, for instance, this gives S = 0.36429, as does (8): 51/140.

**The example in numbers.** The oxide is 5 nm thick, the gate measures 10 µm by 10 µm, the doping is 10¹⁷ cm⁻³, the mobility 400 cm²/Vs and the temperature 300 K. These give C = 0.6906 µF/cm², γ = 0.2638 V^(1/2) and U_T = 0.025852 V.

The source charge comes from Poisson's equation in the depth direction. Let φ_F = U_T ln(N/n_i), with n_i the intrinsic density. The electron density at local potential φ is N exp[(φ − 2φ_F − V)/U_T]. Multiplying Poisson's equation by the potential gradient and integrating from the bulk to the surface gives the squared surface field. Holes and a negligible bulk electron term are dropped. Gauss's law at the oxide then yields

(V_g − ψ)² = γ²{ψ + U_T exp[(ψ − 2φ_F − V)/U_T]}.

This is solved numerically for ψ with V = 0 at the source and n_i = 10¹⁰ cm⁻³, and Q follows from the charge balance at the start.

The absolute charges are less certain than their digits suggest. Keeping the holes at the depletion edge would replace the first ψ in the braces by about ψ − U_T. With the holes kept and the electrons integrated over depth instead of placed in a sheet, the total charge rises by 19 per cent at V_g = 0.90 V, 10 per cent at 1.15 V and about 1 per cent at 1.90 V. The shares change by less than 0.002.

For V_g = 1.90 V the result is a = 11.337. The point of vanishing mobile charge has √ψ = −γ/2 + √(γ²/4 + V_g) = 1.253 V^(1/2), so n = 1 + 0.2638/(2 × 1.253) = 1.105. The unit of charge is

2nCU_T WL = 2 × 1.1053 × 0.6906 µF/cm² × 0.025852 V × 10⁻⁶ cm² = 39.47 fC.

Equations (6) and (7) give q_I = 7.405 and q_D = 2.917. Multiplication by 39.47 fC gives 292.3 fC and 115.1 fC, and their ratio is 0.394. By (10) the share lies 0.006 below two fifths.

At V_g = 1.15 V, a = 0.3688, and the share is 2.855/8.174 = 0.349. At V_g = 0.90 V, a = 0.000198, and the share exceeds one third by about a/18, or 0.00001. The same source charges were also used in a charge-sheet calculation that keeps the full variation of √ψ along the channel. Its shares are 0.3333, 0.3493 and 0.3935 in order of rising gate voltage. The largest difference from (8) is 0.0004, so constant n is a good approximation for these three cases.

## Second derivation: following a slow change of charge

The second derivation does not start from the weight x/L. It finds the terminal currents directly while the channel is being filled. The symbols are as before: ξ runs from 0 at the source to 1 at the drain; q is the charge per area divided by 2nCU_T; a is its source value; and the drain value is zero. The dimensionless current is i = −∂F/∂ξ, with F = q² + q and source value F_s = a² + a. Total and drain charges, q_I and q_D, are measured in units of 2nCU_T WL. The first half found

S = q_D/q_I = (16a² + 25a + 10)/[10(1 + a)(3 + 4a)].

**The equation for slow filling.** Put Q = 2nCU_T q and I = (2nCU_T² μW/L)i into the conservation law W ∂Q/∂t = −∂I/∂x. After cancellation,

∂q/∂t = −(μU_T/L²) ∂i/∂ξ.

With the dimensionless time τ = μU_T t/L² this becomes

∂q/∂τ = ∂²F/∂ξ².

It is convenient to measure distance from the drain, y = 1 − ξ. The second derivative keeps its form, while the first changes sign:

∂q/∂τ = ∂²F/∂y²,  i = ∂F/∂y.  (11)

Let the gate voltage rise slowly, so that a and F_s increase with time while the drain end stays empty. The slope factor n is held fixed during the change. To zeroth order in the rate, the channel is in its steady state:

F₀ = F_s y.

Since 1 + 4F = (2q + 1)², the corresponding charge is

q₀ = (u − 1)/2,  u = √(1 + 4F_s y).

As F_s changes, this profile must change too. At fixed y,

∂q₀/∂τ = (1/2)(∂u/∂F_s)(dF_s/dτ) = (y/u) dF_s/dτ.

A changing charge requires a current that varies along the channel, which F₀ alone cannot provide. Write F = F₀ + F₁, with F₁ proportional to the rate. The corresponding correction to the charge, F₁/(2q₀ + 1), is also small in the rate, and its time derivative is smaller still: it involves the square of the rate or the second time derivative of F_s. To first order, then,

∂²F₁/∂y² = (y/u) dF_s/dτ.  (12)

The end charges are prescribed, so F₁ = 0 at y = 0 and at y = 1.

The first derivation has given the drain's share S(a), which rises from 1/3 to 2/5, and equation (12) with its end conditions now determines how slow filling alters the steady profile. It remains to find the terminal currents from it, recover S without using the weight x/L, and compare the model with a real transistor.
